# Periodic Growth of a Three-Reactant Deposition Cycle with Incomplete Pulses: test program

```python
# Result under test: a surface site passes through states 1 -> 2 -> 3 -> 1.
# Pulse A converts a fraction a of state 1, pulse B a fraction b of state 2,
# pulse C a fraction c of state 3. In the periodic regime of the order A, B, C
# the uptake per cycle, relative to complete saturation, is
#     g = 1 / (1/a + 1/b + 1/c - 2).
# Optional cross-reactions: e = fraction of state 2 that C turns into state 1,
# f = fraction of state 3 that A turns into state 2.
# Exposure = pressure times time, in Torr s.
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy import constants as const


def growth_formula(a, b, c):
    return 1 / (1 / a + 1 / b + 1 / c - 2)


def run_cycle(x, a, b, c, e=0.0, f=0.0):
    """One A, B, C cycle; returns the new state, uptakes and snapshots."""
    x1, x2, x3 = x
    direct, cross = a * x1, f * x3
    x1, x2, x3 = x1 - direct, x2 + direct + cross, x3 - cross
    after_a = (x1, x2, x3)
    uptake_b = b * x2
    x2, x3 = x2 - uptake_b, x3 + uptake_b
    after_b = (x1, x2, x3)
    uptake_c, burned = c * x3, e * x2
    x1, x2, x3 = x1 + uptake_c + burned, x2 - burned, x3 - uptake_c
    uptakes = np.array([direct + cross, uptake_b, uptake_c])
    return np.array([x1, x2, x3]), uptakes, (after_a, after_b), cross


def cycle_matrix(a, b, c, e=0.0, f=0.0):
    return np.column_stack([run_cycle(col, a, b, c, e, f)[0]
                            for col in np.eye(3)])


def periodic_state(a, b, c, e=0.0, f=0.0):
    system = np.vstack([cycle_matrix(a, b, c, e, f) - np.eye(3), np.ones(3)])
    return np.linalg.lstsq(system, np.array([0, 0, 0, 1.0]), rcond=None)[0]


def periodic_uptakes(a, b, c, e=0.0, f=0.0):
    return run_cycle(periodic_state(a, b, c, e, f), a, b, c, e, f)[1]


# ---------- symbolic fixed point and characteristic polynomial ----------
A, B, C, lam = sp.symbols("a b c lam", positive=True)
pulse_a = sp.Matrix([[1 - A, 0, 0], [A, 1, 0], [0, 0, 1]])
pulse_b = sp.Matrix([[1, 0, 0], [0, 1 - B, 0], [0, B, 1]])
pulse_c = sp.Matrix([[1, 0, C], [0, 1, 0], [0, 0, 1 - C]])
M = pulse_c * pulse_b * pulse_a
y1, y2, y3 = sp.symbols("y1 y2 y3")
residual = M * sp.Matrix([y1, y2, y3]) - sp.Matrix([y1, y2, y3])
solution = sp.solve([residual[0], residual[1], y1 + y2 + y3 - 1],
                    [y1, y2, y3], dict=True)[0]
assert sp.simplify(A * solution[y1] - growth_formula(A, B, C)) == 0
s_sym = 2 - A - B - C + A * B * C
p_sym = (1 - A) * (1 - B) * (1 - C)
char_poly = (lam * sp.eye(3) - M).det()
assert sp.expand(char_poly - (lam - 1) * (lam**2 - s_sym * lam + p_sym)) == 0
assert sp.expand(1 - s_sym + p_sym
                 - (A * B + B * C + C * A - 2 * A * B * C)) == 0
pairs = (1 - A) * (1 - B) + (1 - B) * (1 - C) + (1 - C) * (1 - A)
assert sp.expand(1 + s_sym + p_sym - 1 - pairs) == 0

# ---------- convergence, equal uptakes and bounds for random cases ----------
rng = np.random.default_rng(12)
for _ in range(300):
    abc = rng.uniform(0.05, 1.0, 3)
    uptakes = periodic_uptakes(*abc)
    assert np.allclose(uptakes, growth_formula(*abc), atol=1e-10)
    moduli = np.sort(np.abs(np.linalg.eigvals(cycle_matrix(*abc))))
    assert abs(moduli[2] - 1) < 1e-10 and moduli[1] < 1
    assert np.prod(abc) - 1e-10 <= uptakes[0] <= abc.min() + 1e-10
missing = np.array([0.001, 0.002, 0.003])
pair_sum = (missing.sum()**2 - (missing**2).sum()) / 2
excess = periodic_uptakes(*(1 - missing))[0] - np.prod(1 - missing)
assert abs(excess / pair_sum - 1) < 0.02  # next order is relatively O(missing)

# ---------- example: silica from aminosilane, water and ozone ----------
saturated_nm = 0.06       # rough growth per saturated cycle
density = 2.2             # rough silica density, g/cm3
temperature = 150 + const.zero_Celsius
names = ["A silane", "B water", "C ozone"]
characteristic = np.array([0.10, 0.20, 0.30])  # model parameters, Torr s
exposure = np.array([0.20, 0.24, 0.24])        # chosen exposures, Torr s
mass_h, mass_c, mass_n, mass_o, mass_si = 1.008, 12.011, 14.007, 15.999, 28.085
molar_mass = np.array([9 * mass_c + 23 * mass_h + mass_n + 3 * mass_o + mass_si,
                       2 * mass_h + mass_o, 3 * mass_o])
conversion = 1 - np.exp(-exposure / characteristic)
a, b, c = conversion
g = growth_formula(a, b, c)

silica_molar = mass_si + 2 * mass_o
sites_nm2 = density / silica_molar * const.N_A * 1e-21 * saturated_nm
molecule_kg = molar_mass * 1e-3 / const.N_A
hits_m2 = const.torr / np.sqrt(2 * np.pi * molecule_kg * const.k * temperature)
hits_per_site = hits_m2 / (sites_nm2 * 1e18)   # per Torr s
probability = 1 / (hits_per_site * characteristic)
assert np.all(probability < 1)

# ---------- rate equations integrated pulse by pulse ----------
state = np.array([1.0, 0.0, 0.0])
for _ in range(15):
    for k in range(3):
        nxt = (k + 1) % 3

        def rates(t, x, k=k, nxt=nxt):
            change = np.zeros(3)
            change[k] = -x[k] / characteristic[k]
            change[nxt] = x[k] / characteristic[k]
            return change
        before = state[k]
        state = solve_ivp(rates, (0, exposure[k]), state,
                          rtol=1e-9, atol=1e-11).y[:, -1]
        if k == 0:
            integrated_growth = before - state[0]
assert abs(integrated_growth - g) < 1e-6


# ---------- individual random sites, both pulse orders ----------
def simulate_sites(order, sites=20000, warmup=40, cycles=80):
    site_state = np.zeros(sites, dtype=int)
    count = 0
    for n in range(warmup + cycles):
        for k in order:
            hit = (site_state == k) & (rng.random(sites) < conversion[k])
            site_state[hit] = (k + 1) % 3
            if k == 0 and n >= warmup:
                count += hit.sum()
    return count / (sites * cycles)


random_abc = simulate_sites((0, 1, 2))
random_acb = simulate_sites((0, 2, 1))
g_acb = 1 / (1 / a + 1 / b + 1 / c - 1)
# statistical error is below 0.0005 for 1.6 million site-cycles
assert abs(random_abc - g) < 0.0025
assert abs(random_acb - g_acb) < 0.0025

# ---------- sensitivities by finite differences of the cycle map ----------
step = 1e-5
for k in range(3):
    up, down = conversion.copy(), conversion.copy()
    up[k] *= 1 + step
    down[k] *= 1 - step
    slope = (np.log(periodic_uptakes(*up)[0])
             - np.log(periodic_uptakes(*down)[0])) / (2 * step)
    assert abs(slope - g / conversion[k]) < 1e-6
doubled = []
for k in range(3):
    longer = exposure.copy()
    longer[k] *= 2
    doubled.append(periodic_uptakes(*(1 - np.exp(-longer / characteristic)))[0])
assert np.argmax(doubled) == np.argmin(conversion)


# ---------- cross-reactions: closed forms against the full map ----------
def growth_ozone_cross(e):
    q = (1 - b) * (1 - e) / (1 - (1 - b) * (1 - e))
    return 1 / (1 / a + q + b * (1 + q) * (1 / c - 1))


def growth_silane_cross(f):
    r = (1 - c) / (1 - (1 - c) * (1 - f))
    return 1 / ((1 - f * r) / a + 1 / b - 1 + r), f * r


ozone_cases, silane_cases = [], []
for e in (0.1 * c, c):
    value = periodic_uptakes(a, b, c, e=e)[0]
    assert abs(value - growth_ozone_cross(e)) < 1e-10
    ozone_cases.append((e, value))
for f in (0.1 * a, a):
    start = periodic_state(a, b, c, f=f)
    _, uptakes, _, cross = run_cycle(start, a, b, c, f=f)
    value, buried = growth_silane_cross(f)
    assert abs(uptakes[0] - value) < 1e-10
    assert abs(cross / uptakes[0] - buried) < 1e-10
    silane_cases.append((f, uptakes[0], cross / uptakes[0]))

# ---------- permanently fast and slow sites with the same mean rate ----------
mixed = np.mean([periodic_uptakes(*(1 - np.exp(-w * exposure / characteristic)))[0]
                 for w in (1.5, 0.5)])

# ---------- transient from a fully silanol-covered surface ----------
state = np.array([1.0, 0.0, 0.0])
history = []
for _ in range(200):
    state, uptakes, _, _ = run_cycle(state, a, b, c)
    history.append(uptakes)
history = np.array(history)
assert np.allclose(history[-1], g, atol=1e-10)
assert abs(history[0, 2] - a * b * c) < 1e-12
film_nm = saturated_nm * history[:, 0].sum()

# ---------- printed results ----------
print(f"temperature = {temperature:.2f} K")
print(f"saturated growth (rough input) = {saturated_nm:.2f} nm/cycle")
print(f"silica density (rough input) = {density:.1f} g/cm3")
print(f"growth sites = {sites_nm2:.2f} per nm2")
for k in range(3):
    print(f"{names[k]}: exposure {exposure[k]:.2f} Torr s, "
          f"characteristic {characteristic[k]:.2f} Torr s")
    print(f"  conversion = {conversion[k]:.4f}, inverse = {1/conversion[k]:.4f}")
    print(f"  implied reaction probability = {probability[k]:.1e}")
print(f"mean cycles per full turn of a site = {1/g:.4f}")
print(f"periodic relative growth g = {g:.4f}")
print(f"periodic growth = {g*saturated_nm:.4f} nm/cycle")
print(f"product abc = {a*b*c:.4f}")
start = periodic_state(a, b, c)
end, _, (after_a, after_b), _ = run_cycle(start, a, b, c)
for label, x in (("before A", start), ("after A", after_a),
                 ("after B", after_b), ("after C", end)):
    print(f"periodic fractions {label}: {x[0]:.4f} {x[1]:.4f} {x[2]:.4f}")
s_value = 2 - a - b - c + a * b * c
p_value = (1 - a) * (1 - b) * (1 - c)
print(f"eigenvalue sum s = {s_value:.4f}, product p = {p_value:.5f}")
others = sorted(np.linalg.eigvals(cycle_matrix(a, b, c)),
                key=lambda z: abs(z - 1))[1:]
print(f"decaying eigenvalue = {others[0].real:.4f} "
      f"+/- {abs(others[0].imag):.4f} i, modulus {abs(others[0]):.4f}")
for n in range(5):
    print(f"cycle {n+1} uptakes A, B, C: " +
          " ".join(f"{v:.4f}" for v in history[n]))
print(f"film after 200 cycles = {film_nm:.3f} nm")
print(f"200 times periodic growth = {200*g*saturated_nm:.3f} nm")
print(f"random sites, order A B C: {random_abc:.4f}")
print(f"order A C B: formula {g_acb:.4f}, random sites {random_acb:.4f}")
for k in range(3):
    print(f"{names[k]}: sensitivity {g/conversion[k]:.3f}, "
          f"g with doubled exposure {doubled[k]:.4f}")
for e, value in ozone_cases:
    print(f"ozone on ethoxy, e = {e:.4f}: Si uptake {value:.4f}, "
          f"change {100*(value/g-1):+.1f} %")
for f, value, buried in silane_cases:
    print(f"silane on state 3, f = {f:.4f}: Si uptake {value:.4f}, "
          f"change {100*(value/g-1):+.1f} %")
    print(f"  silanes burying an organic group = {100*buried:.1f} %")
print(f"fast and slow sites: mean growth {mixed:.4f}, "
      f"change {100*(mixed/g-1):+.1f} %")
print("every check passed")
```

Running it gives:

```
temperature = 423.15 K
saturated growth (rough input) = 0.06 nm/cycle
silica density (rough input) = 2.2 g/cm3
growth sites = 1.32 per nm2
A silane: exposure 0.20 Torr s, characteristic 0.10 Torr s
  conversion = 0.8647, inverse = 1.1565
  implied reaction probability = 1.2e-05
B water: exposure 0.24 Torr s, characteristic 0.20 Torr s
  conversion = 0.6988, inverse = 1.4310
  implied reaction probability = 1.6e-06
C ozone: exposure 0.24 Torr s, characteristic 0.30 Torr s
  conversion = 0.5507, inverse = 1.8160
  implied reaction probability = 1.8e-06
mean cycles per full turn of a site = 2.4035
periodic relative growth g = 0.4161
periodic growth = 0.0250 nm/cycle
product abc = 0.3327
periodic fractions before A: 0.4812 0.1793 0.3395
periodic fractions after A: 0.0651 0.5954 0.3395
periodic fractions after B: 0.0651 0.1793 0.7556
periodic fractions after C: 0.4812 0.1793 0.3395
eigenvalue sum s = 0.2186, product p = 0.01832
decaying eigenvalue = 0.1093 +/- 0.0798 i, modulus 0.1353
cycle 1 uptakes A, B, C: 0.8647 0.6042 0.3327
cycle 2 uptakes A, B, C: 0.4047 0.4648 0.4055
cycle 3 uptakes A, B, C: 0.4054 0.4233 0.4153
cycle 4 uptakes A, B, C: 0.4139 0.4167 0.4161
cycle 5 uptakes A, B, C: 0.4158 0.4161 0.4161
film after 200 cycles = 5.018 nm
200 times periodic growth = 4.993 nm
random sites, order A B C: 0.4156
order A C B: formula 0.2938, random sites 0.2938
A silane: sensitivity 0.481, g with doubled exposure 0.4414
B water: sensitivity 0.595, g with doubled exposure 0.4826
C ozone: sensitivity 0.756, g with doubled exposure 0.5433
ozone on ethoxy, e = 0.0551: Si uptake 0.4253, change +2.2 %
ozone on ethoxy, e = 0.5507: Si uptake 0.5070, change +21.9 %
silane on state 3, f = 0.0865: Si uptake 0.4399, change +5.7 %
  silanes burying an organic group = 6.6 %
silane on state 3, f = 0.8647: Si uptake 0.6299, change +51.4 %
  silanes burying an organic group = 41.4 %
fast and slow sites: mean growth 0.4008, change -3.7 %
every check passed
```
